# Electrode potential setting for a Tafel anode: Lambert W without overflow

An iron anode is held 20 V above its reversible potential, with 1 ohm cm² of solution in the current path. For the rate law used below, the closed-form solution of this circuit, evaluated as written in double-precision arithmetic, returns an infinite current. The model circuit carries 19.6 A/cm², and of the 20 V only 0.437 V lies across the interface between metal and solution.

Both facts matter when an electronic-structure calculation is to represent such an anode. The small interfacial voltage is what its potential setting has to reproduce, and the closed form, evaluated directly, fails to supply it.

## What the setting controls

In a constant-potential calculation the number of electrons in the electrode adjusts until their chemical potential $\mu$, measured from the level of the bulk electrolyte, reaches a chosen value. The simulated region holds the metal surface and the charged solution layer next to it, a few nanometres in all. It carries no steady ionic current, so no ohmic voltage appears inside it.

A laboratory potential includes such a voltage. Let $\eta$ be the anode potential relative to the reversible potential of the metal, measured against a point in the solution some distance away. Let $i$ be the current density, positive for dissolution, and $r$ the resistance times area of the solution between anode and measuring point. The interface then receives

$$\eta_s=\eta-ir .$$

Raising the potential of a metal by $\eta_s$ lowers the energy of its electrons by $e\eta_s$, because their charge is $-e$. The value to set is therefore

$$\mu=\mu_{\rm rev}-e\eta_s ,$$

where $\mu_{\rm rev}$ is the chemical potential at the reversible potential, on the same electrolyte scale. In the example $\mu$ lies 0.437 eV below $\mu_{\rm rev}$. Entering the full 20 V would misplace it by 19.6 eV.

Finding $\eta_s$ requires the current, and the current depends on $\eta_s$. A rate law closes the loop.

## The circuit equation

For an anode well above its reversible potential, take the Tafel law

$$i=i_0\,e^{\eta_s/\beta},\qquad \beta=\frac{b}{\ln 10},$$

with exchange current density $i_0$ and Tafel slope $b$ in volts per decade of current. The assumptions are a steady state, uniform current, constant $r$, a single anodic reaction, and neither passivation nor a transport limit. The back reaction is dropped, so the law should not be used near $\eta_s=0$.

Taking the logarithm and inserting $\eta_s=\eta-ir$ gives

$$\eta=ir+\beta\ln\frac{i}{i_0}.$$

The derivative of the right side with respect to $i$ is $r+\beta/i$, which is positive. The right side rises from $-\infty$ as $i\to0$ to $+\infty$ as $i\to\infty$, so each $\eta$ belongs to one current.

Now measure the ohmic drop in units of $\beta$ by writing $w=ir/\beta$. Then $i=\beta w/r$, and

$$\ln\frac{i}{i_0}=\ln w-\ln\frac{i_0r}{\beta}.$$

Dividing the circuit equation by $\beta$ and moving the constant to the other side leaves

$$w+\ln w=L,\qquad L=\frac{\eta}{\beta}+\ln\frac{i_0r}{\beta}.$$

Exponentiating both sides gives $we^w=e^L$. The Lambert function is defined as the inverse of $we^w$. Since $e^L$ is positive, the real solution lies on its principal branch $W_0$:

$$i=\frac{\beta}{r}\,W_0\!\left(e^L\right).$$

The interfacial voltage follows from $\eta_s=\beta\ln(i/i_0)$. With $u=\ln w$,

$$\eta_s=\beta\left[u-\ln\frac{i_0r}{\beta}\right].$$

The setting is thus linear in $u$. This form also avoids subtracting two nearly equal voltages, which is what $\eta-ir$ becomes at large $\eta$; at 20 V the subtraction costs only a relative $3\times10^{-15}$ in double precision.

## Where the infinity comes from

The largest double-precision number has natural logarithm 709.783. The example uses $b=60$ mV per decade, so $\beta=26.058$ mV, and $e^{\eta/\beta}$ overflows once

$$\eta>709.783\,\beta=18.495\ \text{V}.$$

Collecting the exponent into $L$ before exponentiating helps little. With $i_0=10^{-6}$ A/cm² and $r=1$ ohm cm², $\ln(i_0r/\beta)=-10.168$, and the limit moves to

$$\eta>(709.783+10.168)\,\beta=18.760\ \text{V}.$$

At 20 V, $L=757.36$, beyond either limit. Yet $w$ is only 750.7. The huge number is an intermediate that the Lambert function would at once undo, so the remedy is not to form it. The solution of $w+\ln w=L$ as a function of $L$ is the Wright omega function; where a library provides it (scipy.special.wrightomega, for example), it returns $w=750.739$ directly from $L$. The iteration below does the same in a few lines and shows why it is safe.

## The logarithmic formulation

Substituting $w=e^u$ into $w+\ln w=L$ gives

$$h(u)=e^u+u-L=0 .$$

Here $h'=1+e^u>0$ and $h''=e^u>0$, so $h$ is increasing and convex. Newton's step is

$$u_{n+1}=u_n-\frac{e^{u_n}+u_n-L}{1+e^{u_n}},$$

and the starting value is

$$u_0=\begin{cases}L,&L<1,\\ \ln L,&L\ge1.\end{cases}$$

To see how good this start is, let $u_*$ be the root, $w=e^{u_*}$, and $\epsilon_n=u_n-u_*$. The function $w+\ln w$ increases and equals 1 at $w=1$, so $L<1$ means $w<1$, and $L\ge1$ means $w\ge1$.

For $L<1$, the root satisfies $u_*=L-w$. Hence $\epsilon_0=w$, which lies between 0 and 1.

For $L\ge1$,

$$\epsilon_0=\ln\frac{L}{w}=\ln\!\left(1+\frac{\ln w}{w}\right).$$

This is not negative, because $\ln w\ge0$. The derivative of $\ln w/w$ is $(1-\ln w)/w^2$, which vanishes at the maximum $w=e$, where the ratio is $1/e$. So $\epsilon_0\le\ln(1+1/e)\approx0.31$.

The error after a step follows from Taylor's theorem about $u_n$, evaluated at $u_*=u_n-\epsilon_n$:

$$0=h(u_n)-\epsilon_nh'(u_n)+\tfrac12\epsilon_n^2e^{\xi},$$

with $\xi$ between $u_*$ and $u_n$. Divide by $h'(u_n)$ and use $\epsilon_{n+1}=\epsilon_n-h(u_n)/h'(u_n)$:

$$\epsilon_{n+1}=\frac{\epsilon_n^2}{2}\,\frac{e^\xi}{1+e^{u_n}} .$$

The right side is not negative, so the iterates stay on or above the root. Therefore $\xi\le u_n$, the last fraction is below 1, and $\epsilon_{n+1}\le\epsilon_n^2/2$. Written as $\epsilon_{n+1}/2\le(\epsilon_n/2)^2$, this can be repeated:

$$\epsilon_n\le2\left(\frac{\epsilon_0}{2}\right)^{2^n}.$$

Since $\epsilon_0<1$, six steps leave an error below $2^{-63}\approx1.1\times10^{-19}$ in exact arithmetic, whatever the value of $L$. A fixed count of six can replace a stopping criterion.

No exponential in the iteration is large. The iterates never exceed $u_0$ in exact arithmetic, so $e^{u_n}$ is at most $L$ when $L\ge1$ and below $e$ when $L<1$. At very negative $L$, $e^{u_n}$ may underflow to zero. This does no harm: $u=L$ remains, and with it the logarithm of the current.

## Recovering the current

Use $w=e^u$ for $L<1$ and $w=L-u$ for $L\ge1$. A small error $\delta$ in $u$ gives a relative error $\delta$ in $e^u$, but only $\delta/w$ in $L-u$, which is no larger when $w\ge1$. At small $w$ the difference $L-u$ would cancel nearly equal numbers, so there the exponential is the better choice.

Rounding of $L$ has its own effect. Differentiating $w+\ln w=L$ gives $(1+1/w)\,dw=dL$, or

$$d\ln w=\frac{dL}{1+w}.$$

At 20 V, a relative rounding error in $L$ is multiplied by $757.4/751.7$, close to 1, on its way to the current. The large exponent costs practically no accuracy.

## Two regimes and a short estimate

When $L$ is very negative, $w$ is small and $\ln w\approx L$. Then $w\approx e^L$, which is $i\approx i_0e^{\eta/\beta}$: the resistance is not felt, and $\eta_s\approx\eta$.

When $L$ is large, the resistance carries most of the voltage. Start from $w=L-\ln w$. To leading order $\ln w\approx\ln L$, so $w\approx L-\ln L$. Putting this back into the logarithm,

$$\ln w\approx\ln L+\ln\!\left(1-\frac{\ln L}{L}\right)\approx\ln L-\frac{\ln L}{L},$$

and therefore

$$w\approx L-\ln L+\frac{\ln L}{L}.$$

At 20 V this differs from the Newton result by a relative $4\times10^{-8}$.

The regimes meet at $w=1$, where $L=1$ and the ohmic drop equals $\beta$. Solving $L=1$ for the potential gives

$$\eta_\times=\beta\left(1-\ln\frac{i_0r}{\beta}\right)=26.058\ \text{mV}\times11.168=0.291\ \text{V},$$

with current $\beta/r=26$ mA/cm².

A rough value of the setting needs no iteration. An error $\epsilon_0$ in $u$ becomes $\beta\epsilon_0$ in $\eta_s$. For $L\ge1$ the starting value alone gives

$$\eta_s\approx\beta\left[\ln L-\ln\frac{i_0r}{\beta}\right],$$

which is too high by at most $\beta\ln(1+1/e)\approx0.31\beta$, or about 8 mV here. For $L<1$ the starting value amounts to $\eta_s\approx\eta$, too high by $\beta w<\beta$.

## The example in numbers

The parameters are rough values for electrochemical machining of iron in aqueous chloride: $b=60$ mV per decade, $i_0=10^{-6}$ A/cm², a gap of 1 mm and a conductivity of 0.1 S/cm. The resistance is gap over conductivity, $0.1\ \text{cm}/(0.1\ \text{S/cm})=1$ ohm cm².

At 20 V the iteration starts at $u_0=\ln757.36=6.629839$ and continues with

$$u_1=6.6210967598,\quad u_2=6.6210583732,\quad u_3=6.6210583725 .$$

The initial error is 0.00878, and half its square is $3.9\times10^{-5}$. The error of $u_1$ is $3.8\times10^{-5}$, as the error formula requires when $e^\xi/(1+e^{u_n})$ is close to 1. The last iterate gives

$$w=757.360-6.621=750.739,$$

$$i=\frac{0.026058\ \text{V}}{1\ \text{ohm cm}^2}\times750.739=19.56\ \text{A/cm}^2,$$

$$\eta_s=26.058\ \text{mV}\times(6.6211+10.1681)=437.5\ \text{mV}.$$

The same procedure at other potentials, with all parameters held fixed, gives:

| $\eta$ (V) | $w$ | $i$ (A/cm²) | $\eta_s$ (V) |
|---:|---:|---:|---:|
| 0.2 | 0.077 | 0.00200 | 0.198 |
| 0.5 | 7.06 | 0.184 | 0.316 |
| 1 | 25.0 | 0.651 | 0.349 |
| 5 | 177 | 4.60 | 0.400 |
| 20 | 751 | 19.6 | 0.437 |

At 0.2 V the correction is 2 mV. At 0.5 V more than a third of the applied voltage is already ohmic. Between 5 and 20 V the interface gains only 38 mV, because the current grows by a factor of 4.25 and $\beta\ln4.25=38$ mV. In this model, calculations for these two conditions would differ by 38 meV in $\mu$, not by 15 eV.

## Which input limits the setting

The current and the interfacial voltage respond very differently to errors in the inputs.

Consider first the applied potential. With the other parameters fixed, $dL=d\eta/\beta$, and $i$ is proportional to $w$, so

$$\frac{di}{d\eta}=\frac{i}{\beta(1+w)}=\frac1r\,\frac{w}{1+w},\qquad
\frac{d\eta_s}{d\eta}=1-r\frac{di}{d\eta}=\frac1{1+w}.$$

At 20 V an error of 1 V in $\eta$ moves the setting by about 1.3 mV.

Next, change $i_0$ at fixed $\eta$, $r$ and $\beta$. Now $dL=d\ln i_0$, hence $d\ln i=d\ln i_0/(1+w)$. From $\eta_s=\beta(\ln i-\ln i_0)$,

$$\frac{d\eta_s}{d\ln i_0}=-\beta\,\frac{w}{1+w}.$$

For $w\gg1$, a tenfold larger $i_0$ lowers the setting by about $b$, here 60 mV, while the current hardly changes. The resistance has the same effect on the setting. It enters $L$ in the same way, and $i=\beta w/r$ gives $d\ln i=-[w/(1+w)]\,d\ln r$. Doubling $r$ lowers $\eta_s$ by about $\beta\ln2=18$ mV in the ohmic regime.

The Tafel slope can matter most in this example. At large $w$ the resistance nearly fixes the current, and $\eta_s=\beta\ln(i/i_0)$ is then nearly proportional to $\beta$. Doubling $b$ to 120 mV per decade, with $i_0$ and $r$ held fixed, lowers the current at 20 V from 19.56 to 19.13 A/cm², a change of 2%. The interfacial voltage rises from 0.437 to $20-19.13=0.87$ V. A measured current that agrees with the model to a few per cent is therefore weak evidence that the setting is right.

A slope read directly from a measured curve of $\eta$ against $\log i$ equals $b$ only if the resistance is negligible or its voltage has been removed. Differentiating the circuit equation with respect to $\ln i$ gives $d\eta/d\ln i=ir+\beta=\beta(1+w)$, so the apparent slope per decade is

$$b_{\rm app}=b(1+w).$$

In the example it is 65 mV per decade at 0.2 V and 484 mV per decade at 0.5 V. Using the latter as $b$ would count the ohmic drop as interfacial voltage.

## The model beside a real machining cell

If all the current dissolves iron as a divalent ion, Faraday's law gives a recession speed $iM/(2F\rho)$, with $F$ the Faraday constant. For a molar mass $M\approx56$ g/mol and a density $\rho\approx7.9$ g/cm³ this is 0.43 mm/min. Real cells have a cathode. Giving it a slope of 120 mV per decade, an exchange current density of $10^{-6}$ A/cm² and no reversible cell voltage lowers the current by 4.5%, but the anode's $\eta_s$ by only $\beta\times0.045\approx1$ mV. The model also assumes a single Tafel line over the 7.3 decades between $i_0$ and the working current; the doubled slope above shows that a wrong slope over this whole range can shift the setting by 0.4 V. If $i_0$ is extrapolated from a measured point, it changes with the slope and the shift is smaller: 0.26 V for a line through a point at 1 mA/cm², 0.14 V at 0.1 A/cm² and 0.08 V at 1 A/cm². Passive films, salt films and oxygen evolution could also change the interface, and they are not sized here.

The cathode fits the same algorithm. Let $\eta$ now be the cell voltage less the reversible cell voltage, $r$ the resistance times area of the whole gap, and let both electrodes have the same area. With subscripts $a$ and $c$ for the electrodes, the balance is

$$\eta=ir+\beta_a\ln\frac{i}{i_{0a}}+\beta_c\ln\frac{i}{i_{0c}} .$$

Collecting the terms in $\ln i$ restores the original equation with

$$\beta=\beta_a+\beta_c,\qquad
\ln i_0=\frac{\beta_a\ln i_{0a}+\beta_c\ln i_{0c}}{\beta_a+\beta_c}.$$

The current densities inside the logarithms are numbers in one common unit. After solving for $i$, the anode setting uses the anode's own parameters, $\eta_s=\beta_a\ln(i/i_{0a})$.

Transport sets another boundary. For a flow speed of 20 m/s, a kinematic viscosity of 0.01 cm²/s and a diffusivity $D=7\times10^{-6}$ cm²/s, the turbulent-channel correlation ${\rm Sh}=0.023\,{\rm Re}^{0.8}{\rm Sc}^{1/3}$, with twice the gap as its length, gives a diffusion layer $\delta=1.6$ µm. If the dissolved salt saturates at $c=4$ mol/L, the limiting current $2FDc/\delta$ is about 34 A/cm². The example runs at 0.58 of this rough limit, which neglects migration. The value depends on the correlation: two others for high Schmidt number (Berger–Hau and Harriott–Hamilton) give about 45 and 51 A/cm². The electric field drives the dissolved cations away from the anode and so raises the limit, by a factor of about 2.5 if the bulk solution contains 1.2 mol/L of sodium chloride and the other values are kept. A narrower gap at the same voltage and flow speed would raise the current and could cross it. At the limit, transport sets the current, and the circuit equation used here no longer applies. Below it the solution at the anode already differs from the bulk: at 19.6 A/cm² the same dilute-solution film model with migration gives about 1.25 mol/L of iron and 3 mol/L of chloride at the surface, which can change $i_0$ and the electrolyte to be simulated.

## Choosing the value

First establish what the reported potential contains. If the instrument has already removed the whole ohmic drop, $\eta_s=\eta$. If it has removed part, $r$ is the remaining resistance and $\eta$ the partly corrected potential.

Then compute $L$ as $\eta/\beta+\ln i_0+\ln r-\ln\beta$, with volts, amperes and centimetres throughout. For $L$ well below zero the correction to $\eta$ is about $\beta e^L$ and may be negligible. Otherwise take the six Newton steps; for $L\ge1$ the short estimate will do if an error of about $0.31\beta$ is acceptable. Then set $\mu=\mu_{\rm rev}-e\eta_s$. An error in $\mu_{\rm rev}$ at fixed $\eta$ and $i_0$, such as an error in placing the experimental scale in the calculation, passes undiminished into $\mu$; solving the circuit more finely cannot repair it. A wrong choice of the reversible potential itself also changes $\eta$, and it cancels completely if $i_0$ is extrapolated to that same potential along the measured Tafel line.

Where $w\gg1$, repeat the calculation over the plausible ranges of $b$ and $i_0$ before refining $\eta$ or $r$. In the example at 20 V, doubling $b$ at fixed $i_0$ moves the setting by 0.44 V, a tenfold change of $i_0$ by 60 mV, doubling $r$ by 18 mV, and a change of 1 V in $\eta$ by 1.3 mV.

If the electronic-structure work eventually supplies its own rate law $i(\eta_s)$, replace the Tafel law and solve $\eta_s+r\,i(\eta_s)=\eta$. As long as $i$ is continuous and does not fall with $\eta_s$, the left side increases strictly and there is at most one solution. A passivating metal, whose current falls over some range of potential, can have several, provided the fall is somewhere steep enough that $di/d\eta_s<-1/r$. The circuit alone then no longer determines the setting, and the history of the electrode has to decide.
